# ENDOR frequencies for S = I = 1/2 and the sign of A

An unpaired electron near a proton sees a small extra magnetic field whose direction depends on the orientation of the proton spin. The resulting splitting of the electron resonance may be hidden in a broad line. Electron–nuclear double resonance (ENDOR) finds the coupling another way: a radio-frequency field flips the nucleus, and the flip is detected through a change in the electron signal. The result is a pair of radio frequencies. To use them one must know how they give the hyperfine coupling \(A\), whether the pair is centred on the nuclear Larmor frequency or on half the coupling, and what it says about the sign of \(A\).

## Hamiltonian and conventions

Take one electron spin \(S=1/2\) and one nuclear spin \(I=1/2\) in a static field \(B\) along \(z\), with an isotropic coupling. All energies are divided by Planck's constant \(h\), so they are frequencies:

\[
H=\nu_e S_z-\nu_n I_z+A\,\mathbf S\cdot\mathbf I,
\qquad
\nu_e=\frac{g\mu_B B}{h},\quad \nu_n=\frac{g_n\mu_N B}{h}.
\]

Here \(g>0\) is the magnitude of the electron \(g\) factor, \(g_n\) is the nuclear \(g\) factor, and \(\mu_B\) and \(\mu_N\) are the Bohr and nuclear magnetons. The spin operators are dimensionless. The Zeeman terms have opposite signs because the electron moment is opposite to its spin, while the moment of a nucleus with \(g_n>0\), such as the proton, is parallel to its spin. I take \(g_n>0\) except where stated.

The field is high: \(\nu_e\) is much larger than \(|A|\) and \(\nu_n\). The four levels then form two pairs, an upper one with \(m_S\approx+1/2\) and a lower one with \(m_S\approx-1/2\). These pairs are the electron manifolds. An ENDOR line is a transition between the two levels of one manifold.

## First-order frequencies

To first order in \(A\), only the diagonal part of the coupling, \(A S_zI_z\), contributes to the energies:

\[
E(m_S,m_I)=\nu_e m_S-\nu_n m_I+A m_S m_I .
\]

Within a manifold \(m_S\) is fixed, so the electron Zeeman energy cancels from the difference:

\[
E(m_S,+\tfrac12)-E(m_S,-\tfrac12)=-\nu_n+A m_S .
\]

A transition frequency is the magnitude of this gap. For \(m_S=\pm1/2\),

\[
\nu_{\pm}=\left|\nu_n\mp\frac A2\right| .
\]

The subscript denotes the manifold, not the order of the frequencies. The electron adds to or subtracts from the field that the nucleus feels, and \(|A|/2\) measures that contribution in frequency units.

The absolute values must be resolved before a centre can be named. If \(|A|<2\nu_n\), the applied field wins in both manifolds. The frequencies are \(\nu_n-|A|/2\) and \(\nu_n+|A|/2\), so

\[
\text{weak coupling:}\quad \text{centre}=\nu_n,\qquad \text{splitting}=|A| .
\]

If \(|A|>2\nu_n\), the hyperfine contribution wins. The smaller frequency is now \(|A|/2-\nu_n\), and the larger is still \(|A|/2+\nu_n\), so

\[
\text{strong coupling:}\quad \text{centre}=\frac{|A|}2,\qquad \text{splitting}=2\nu_n .
\]

The strong-coupling centre is \(|A|/2\), not \(A/2\): a frequency is positive, while \(A\) may be negative.

## Exact levels

The first-order result leaves open whether a small correction might reveal the sign of \(A\). The four-level problem can be solved without approximation. Write

\[
\mathbf S\cdot\mathbf I=S_zI_z+\tfrac12(S_+I_-+S_-I_+),
\]

and let \(\alpha\) and \(\beta\) mean spin projection \(+1/2\) and \(-1/2\), with the electron label first. The flip-flop terms need opposite spins, so they do not act on \(|\alpha\alpha\rangle\) or \(|\beta\beta\rangle\). These two states are eigenstates with

\[
E_{\alpha\alpha}=\frac{\nu_e-\nu_n}{2}+\frac A4,
\qquad
E_{\beta\beta}=-\frac{\nu_e-\nu_n}{2}+\frac A4 .
\]

In the basis \(|\alpha\beta\rangle,|\beta\alpha\rangle\), the product \(S_zI_z\) equals \(-1/4\), and the flip-flop term connects the states with element \(A/2\). With \(\Sigma=\nu_e+\nu_n\), the block is

\[
\begin{pmatrix}
\Sigma/2-A/4 & A/2\\
A/2 & -\Sigma/2-A/4
\end{pmatrix}.
\]

The common term \(-A/4\) shifts both eigenvalues. The remaining matrix has zero trace and determinant \(-(\Sigma^2+A^2)/4\), so its eigenvalues are \(\pm R/2\):

\[
E_\pm=-\frac A4\pm\frac R2,\qquad R=\sqrt{\Sigma^2+A^2}.
\]

The eigenstates are

\[
|+\rangle=\cos\theta\,|\alpha\beta\rangle+\sin\theta\,|\beta\alpha\rangle,\qquad
|-\rangle=\cos\theta\,|\beta\alpha\rangle-\sin\theta\,|\alpha\beta\rangle,
\]

with \(\tan2\theta=A/\Sigma\), the ratio of the off-diagonal element to half the diagonal difference. In high field \(\theta\) is small. The upper manifold therefore contains \(|\alpha\alpha\rangle\) and \(|+\rangle\), and the lower one contains \(|-\rangle\) and \(|\beta\beta\rangle\).

## Exact ENDOR frequencies

Subtract the levels in each manifold, using \((\nu_e-\nu_n)/2=\Sigma/2-\nu_n\):

\[
E_{\alpha\alpha}-E_+=\frac\Sigma2-\nu_n+\frac A4+\frac A4-\frac R2
=\frac A2-\nu_n-\frac{R-\Sigma}{2},
\]

\[
E_--E_{\beta\beta}=-\frac A4-\frac R2+\frac\Sigma2-\nu_n-\frac A4
=-\frac A2-\nu_n-\frac{R-\Sigma}{2}.
\]

The same correction appears in both gaps. Define

\[
\nu_n'=\nu_n+\delta,\qquad \delta=\frac{R-\Sigma}{2}.
\]

The frequencies for \(m_S\approx\pm1/2\) are then

\[
\boxed{\;\nu_\pm=\left|\nu_n'\mp\frac A2\right|\;}
\]

This is the first-order formula with a shifted Larmor frequency. Multiplying \(R-\Sigma\) by \((R+\Sigma)/(R+\Sigma)\) shows the size of the shift:

\[
\delta=\frac{A^2}{2(R+\Sigma)}\approx\frac{A^2}{4\Sigma}.
\]

Since \(R\ge\Sigma\), the last expression is an upper bound on \(\delta\) as well as its leading approximation. For numerical work the form with \(R+\Sigma\) is preferable, because it avoids subtracting two nearly equal numbers.

In weak coupling the centre is \(\nu_n'\) and the splitting is \(|A|\). In strong coupling the centre is \(|A|/2\) and the splitting is \(2\nu_n'\). Within this model the quantity that gives \(|A|\) has no second-order error in either regime.

The regimes meet where one frequency vanishes, at \(|A|=2\nu_n'\). Inserting \(2\nu_n'=2\nu_n+R-\Sigma\) gives

\[
R=|A|+\nu_e-\nu_n .
\]

Square both sides and cancel \(A^2\):

\[
(\nu_e+\nu_n)^2=2|A|(\nu_e-\nu_n)+(\nu_e-\nu_n)^2 .
\]

The difference of the two squares is \(4\nu_e\nu_n\), so

\[
|A|=\frac{2\nu_e\nu_n}{\nu_e-\nu_n}.
\]

This is slightly above \(2\nu_n\). Close to it the lower line approaches zero frequency, and even a small absolute error in the first-order formula can be a large fraction of that line's frequency.

## Why the sign does not appear

The shift \(\delta\) depends on \(A^2\). Replacing \(A\) by \(-A\) at fixed field therefore gives

\[
\nu_+(-A)=\nu_-(A),\qquad \nu_-(-A)=\nu_+(A).
\]

The two frequencies exchange manifolds, but the list of frequencies is unchanged. More accurate frequency measurements cannot remove this ambiguity.

The electron resonance frequencies do not remove it either. The two main EPR transitions, which nearly preserve the nuclear projection, have frequencies

\[
E_{\alpha\alpha}-E_-=\frac{\nu_e-\nu_n+A+R}{2},\qquad
E_+-E_{\beta\beta}=\frac{\nu_e-\nu_n-A+R}{2}.
\]

These also exchange when \(A\) changes sign. Because this holds at every field, a field sweep at fixed microwave frequency finds the same pair of resonance fields for either sign.

A symmetry explains both results. Let \(U\) rotate both spins by \(\pi\) about \(x\). It leaves \(S_x\) and \(I_x\) unchanged and reverses the \(y\) and \(z\) components. Each term of \(\mathbf S\cdot\mathbf I\) contains two components of the same kind, so the product is unchanged. Hence

\[
UH(A)U^\dagger=-\nu_eS_z+\nu_nI_z+A\,\mathbf S\cdot\mathbf I=-H(-A).
\]

If \(|i\rangle\) is an eigenstate of \(H(A)\) with energy \(E_i\), then \(U|i\rangle\) is an eigenstate of \(H(-A)\) with energy \(-E_i\). Changing the sign of \(A\) turns the level diagram upside down, and every gap keeps its magnitude.

## Line strengths and rf polarization

The two ENDOR lines generally have different transition moments, and one may ask whether this difference reveals the sign. An rf field along \(x\) couples through

\[
G_x=\gamma_eS_x-\gamma_nI_x,\qquad
\gamma_e=\frac{\nu_e}{B},\quad\gamma_n=\frac{\nu_n}{B},
\]

with the same relative sign as in the Zeeman terms. Each single spin flip has matrix element \(1/2\), so

\[
\langle\alpha\alpha|G_x|+\rangle=\tfrac12(\gamma_e\sin\theta-\gamma_n\cos\theta),
\]

\[
\langle\beta\beta|G_x|-\rangle=-\tfrac12(\gamma_e\sin\theta+\gamma_n\cos\theta).
\]

Divide the squared elements by the bare-nucleus value \((\gamma_n/2)^2\). The relative strengths are

\[
w_\pm=\left(\cos\theta\mp\frac{\nu_e}{\nu_n}\sin\theta\right)^2 .
\]

The mixing is small, but the electron moment is large, so its contribution matters. For small \(\theta\), \(\sin\theta\approx A/(2\Sigma)\), and with \(\nu_e\approx\Sigma\) this gives

\[
w_\pm\approx\left(1\mp\frac{A}{2\nu_n}\right)^2\approx\left(\frac{\nu_\pm}{\nu_n}\right)^2 .
\]

Changing the sign of \(A\) changes the sign of \(\theta\) and exchanges \(w_+\) with \(w_-\), just as it exchanges the frequencies. The higher-frequency line has the larger moment for either sign. These are squared transition moments; observed signal heights also depend on pulse lengths and populations.

Circularly polarized rf does not help. Consider the sense for which absorption acts through \(S_+\) and \(I_+\). These operators raise the total projection \(m_S+m_I\) by one, so the upper level of the transition must have the larger projection. In the upper manifold this requires \(E_{\alpha\alpha}>E_+\), or \(A/2>\nu_n'\). In the lower manifold it requires \(E_->E_{\beta\beta}\), or \(-A/2>\nu_n'\).

Neither condition holds in weak coupling. In strong coupling one of them holds, and in either case the line concerned is the lower one, at \(|A|/2-\nu_n'\). The polarization response thus distinguishes strong from weak coupling, but not positive from negative \(A\).

## Worked example

Take a proton and an electron with the free-electron \(g\) factor at \(B=0.35\ \mathrm T\). With \(g\approx2.002319\) and \(g_n\approx5.585695\) (shown rounded; the frequencies below use the unrounded constants), the definitions give

\[
\nu_e=9808.733\ \mathrm{MHz},\qquad \nu_n=14.902\ \mathrm{MHz}.
\]

The inputs are treated as exact; the third decimal is kept to display the second-order shift. The boundary between the regimes lies at \(|A|=29.850\ \mathrm{MHz}\), compared with \(2\nu_n=29.804\ \mathrm{MHz}\). The couplings below are round model values.

**Weak coupling, \(A=\pm6\) MHz.** The first-order frequencies are

\[
14.902-3=11.902\ \mathrm{MHz},\qquad
14.902+3=17.902\ \mathrm{MHz}.
\]

The shift is \(\delta=0.0009\ \mathrm{MHz}\), which moves both lines up to \(11.903\) and \(17.903\ \mathrm{MHz}\). Their centre is \(14.903\ \mathrm{MHz}\) and their splitting is \(6.000\ \mathrm{MHz}\). For \(A=+6\) MHz the lower line belongs to \(m_S\approx+1/2\); for \(A=-6\) MHz it belongs to \(m_S\approx-1/2\). The relative strengths of the lower and higher lines are 0.638 and 1.442 for both signs.

**Strong coupling, \(A=\pm80\) MHz.** The first-order frequencies are

\[
40-14.902=25.098\ \mathrm{MHz},\qquad
40+14.902=54.902\ \mathrm{MHz}.
\]

Now \(\delta=0.163\ \mathrm{MHz}\), and \(\nu_n'=15.065\ \mathrm{MHz}\). The exact frequencies are

\[
40-15.065=24.935\ \mathrm{MHz},\qquad
40+15.065=55.065\ \mathrm{MHz}.
\]

The shift moves the lower line down and the upper line up. The centre stays at \(40.000\ \mathrm{MHz}\), while the splitting becomes \(30.130\ \mathrm{MHz}\).

The level diagrams show the inversion. In ascending order, the energies divided by \(h\), in MHz, are

\[
\begin{aligned}
A=+80:&\quad -4931.980,\ -4876.915,\ 4891.980,\ 4916.915,\\
A=-80:&\quad -4916.915,\ -4891.980,\ 4876.915,\ 4931.980.
\end{aligned}
\]

The second list is the first with signs reversed and order inverted. For \(A=+80\) MHz the lower manifold has the gap \(55.065\ \mathrm{MHz}\) and the upper one \(24.935\ \mathrm{MHz}\); for \(A=-80\) MHz these are exchanged. The EPR frequencies are \(9768.896\) and \(9848.896\ \mathrm{MHz}\) for both signs.

The relative strengths are 2.823 for the lower line and 13.543 for the higher one, again for both signs. The estimate \((\nu/\nu_n)^2\) gives 2.800 and 13.654, within one per cent of these values. For the circular sense that absorbs through \(S_+\) and \(I_+\), the strengths are 2.823 and zero at \(|A|=80\) MHz, and both are zero at \(|A|=6\) MHz. The unit here is the strength of a bare proton in the opposite circular sense, the one in which it absorbs.

## Extracting the coupling from measured lines

Let the measured frequencies be \(f_1<f_2\), with difference \(d=f_2-f_1\) and sum \(s=f_2+f_1\). The exact result gives

\[
\begin{aligned}
\text{weak:}&\quad |A|=d,\quad 2\nu_n'=s,\\
\text{strong:}&\quad |A|=s,\quad 2\nu_n'=d.
\end{aligned}
\]

The procedure is as follows.

1. Calculate \(\nu_n\) and \(\nu_e\) from the measured field and the known \(g\) factors.
2. For the weak assignment set \(|A|=d\), calculate \(\delta\), and compare \(s\) with \(2(\nu_n+\delta)\).
3. For the strong assignment set \(|A|=s\), calculate \(\delta\), and compare \(d\) with \(2(\nu_n+\delta)\).
4. Keep the assignment that agrees within the measurement uncertainty, and report \(|A|\).

In the first example \(s=29.806\ \mathrm{MHz}\) and \(d=6.000\ \mathrm{MHz}\). The sum is close to \(2\nu_n=29.804\ \mathrm{MHz}\), so the coupling is weak and \(|A|=6.000\ \mathrm{MHz}\). In the second, \(s=80.000\ \mathrm{MHz}\) and \(d=30.130\ \mathrm{MHz}\). Here the difference is close to \(2\nu_n\), so the coupling is strong and \(|A|=80.000\ \mathrm{MHz}\). If \(f_1\) is nearly zero, \(s\) and \(d\) are nearly equal, and the data may not separate the assignments; the two values of \(|A|\) then differ by only \(2f_1\).

Using both lines is safer than using one. In the strong example, the upper line alone with the first-order formula would give

\[
|A|\approx2(55.065-14.902)=80.326\ \mathrm{MHz}.
\]

The excess is \(2\delta\), about 0.4 per cent of \(|A|\). It cancels in the sum of the two lines.

To assign a sign, information beyond the frequencies is needed. One fact that suffices is the electron manifold to which a line belongs. (The nuclear projection of an EPR line would also serve: by the EPR formulas above, the \(m_I\approx+1/2\) line has the higher frequency when \(A>0\).) For \(g_n>0\), \(A\) is positive if the higher-frequency line belongs to \(m_S\approx-1/2\), and negative if it belongs to \(m_S\approx+1/2\). This rule holds in both regimes. It follows from the boxed formula and depends only on \(\nu_n'\) being positive. For \(g_n<0\), \(\nu_n\) is negative while \(\delta\) is positive. The rule reverses when \(\delta<|\nu_n|\), roughly \(A^2<4\Sigma|\nu_n|\), because \(\nu_n'\) is then negative. High field alone does not guarantee this: if \(\delta>|\nu_n|\), \(\nu_n'\) is positive and the rule holds as stated.

The symmetry protects gaps and transition moments, but not thermal populations. A Boltzmann factor \(\exp(-hE/k_BT)\) changes when \(E\) is replaced by \(-E\). A measurement that uses populations to identify the manifold can therefore supply information that the frequencies lack.

These formulas apply to one spin-1/2 nucleus with isotropic coupling. An anisotropic coupling or additional nuclei require a different Hamiltonian. The energy expressions remain valid at any field. As \(\nu_e\) falls towards \(|A|\) and below it, however, the product states mix more and more in \(|+\rangle\) and \(|-\rangle\), and the division into electron manifolds gradually loses its meaning.
